Thermal averages of exp(iQ·u) and the Debye-Waller factor in harmonic crystals, part 2

Bragg intensities at temperature T are wanted from the phonons of a harmonic crystal. Each atom scatters with a phase factor exp(iQ·u), where Q is the real momentum transfer and u the displacement from the lattice site. Hartree atomic units are used, ħ = k_B = 1, and β = 1/T.

The potential energy is (1/2) uᵀΦu, M is the diagonal mass matrix, and D = M^(−1/2)ΦM^(−1/2) = O diag(ω_j²) Oᵀ. A prime on a sum omits the zero modes, assumed to be the uniform translations only; u is then measured from the centre of mass. With f(ω) = coth(βω/2)/(2ω), set to zero on the zero modes, any real linear form Y in the displacements obeys

⟨e^(iY)⟩ = exp(−⟨Y²⟩/2),   (7)

⟨u_i u_k⟩ = (M_iM_k)^(−1/2) Σ′_j O_ij f(ω_j) O_kj = [M^(−1/2) f(√D) M^(−1/2)]_ik.   (8)

The crystal has N cells at R_l with periodic boundary conditions, and atom κ has mass M_κ and position τ_κ in the cell. The matrix D_κκ′(q) = Σ_l Φ(0κ, lκ′) e^(iq·R_l)/√(M_κM_κ′) has orthonormal eigenvectors e(qs) and eigenvalues ω_qs². Then

⟨u_lκ u_l′κ′ᵀ⟩ = (1/(N√(M_κM_κ′))) Σ′_qs e_κ(qs) e_κ′(qs)† f(ω_qs) e^(iq·(R_l − R_l′)),   (9)

⟨e^(iQ·u_lκ)⟩ = e^(−W_κ),  2W_κ = ⟨(Q·u_lκ)²⟩ = (1/NM_κ) Σ′_qs |Q·e_κ(qs)|² coth(βω_qs/2)/(2ω_qs).   (10)

For one coordinate in a general symmetric well, with moments μ₂ and μ₄,

ln⟨e^(iQu)⟩ = −Q²κ₂/2 + Q⁴κ₄/24 − …,  κ₂ = μ₂,  κ₄ = μ₄ − 3μ₂².   (6)

A program tests the formulas, in part against diagonalization on a position grid. One test case is "the ring": three atoms moving along a line, with masses 1, 1.5 and 2.5, springs k₁₂ = 1, k₂₃ = 0.6, k₃₁ = 1.4 hartree/bohr², T = 0.5 hartree and Q = 1.7 bohr⁻¹. For a single oscillator of mass m and frequency ω, n̄ = 1/(e^(βω) − 1) and λ² = Q²/(2mω); the quartic test adds gu⁴ to its potential.

Cubic sites. Write 2W_κ = QᵀU_κQ with the tensor U_κ = ⟨u uᵀ⟩. It is invariant under the symmetry operations of the site. Twofold rotations about the cube axes reverse two components and so force the off-diagonal elements to equal their negatives; the threefold axis permutes x, y, z and makes the diagonal elements equal. So 2W = Q²U with U = ⟨u_x²⟩, one third of the trace. For one atom per cell |e| = 1, and

U = (1/3NM) Σ′_qs f(ω_qs).   (11)

With scattering angle 2θ and wavelength λ_w, Q = 4π sinθ/λ_w, so 2W = 16π²U sin²θ/λ_w² = 2B sin²θ/λ_w² with B = 8π²U.

Entry 9. Amplitude, intensity and the diffuse remainder

Assume each atom scatters with a strength b_κ and carries its scattering density rigidly. The mean amplitude is Σ b_κ e^(iQ·(R_l+τ_κ))e^(−W_κ), which at a reciprocal lattice vector G is N Σ_κ b_κ e^(iG·τ_κ)e^(−W_κ). Each atom's amplitude gets e^(−W_κ); the squared modulus carries a single factor e^(−2W) when all atoms that contribute to the reflection have equal W_κ, as for one atom per cell, or at a reflection where the phases of the other atoms cancel (the anions of the fluorite structure at odd indices). In general it does not.

A measured intensity is the mean of a square, which is not the square of the mean. For one atom per cell, the intensity integrated over energy transfer at fixed Q is proportional to

S(Q) = (1/N)⟨|Σ_l e^(iQ·(R_l+u_l))|²⟩ = (1/N) Σ_ll′ e^(iQ·(R_l−R_l′)) ⟨e^(iQ·(u_l−u_l′))⟩,

the exponentials combining because equal-time displacements commute. The centre of mass cancels in u_l − u_l′, so S does not depend on how the zero modes were treated. Apply (7) with Y = Q·(u_l − u_l′). Then ⟨Y²⟩ = 2W + 2W − 2C_(l−l′), with C_l = ⟨(Q·u_l)(Q·u_0)⟩. For Q commensurate with the periodic cell the summand depends on l − l′ alone, and

S(Q) = e^(−2W) Σ_l e^(iQ·R_l) e^(C_l).   (12)

The pair form of this, with separate variances for unequal atoms, is tested on the ring: for sites at 0, 2 and 4 bohr, grid and formula both give 0.73863092.

Split e^C = 1 + C + (e^C − 1 − C). The first piece gives Ne^(−2W) at Q = G and zero at other commensurate Q: the Bragg term. For the second, (9) gives C_l = (1/N)Σ_q Ĉ(q)e^(iq·R_l) with Ĉ(q) = (1/M)Σ′_s|Q·e(qs)|²f(ω_qs). The lattice sum selects q = −Q modulo G. Because Φ is real, D(−q) = D(q)*, and the real number Ĉ is even in q. The piece is therefore e^(−2W)Ĉ(Q−G), the one-phonon thermal diffuse scattering. Near a Bragg point ω ∝ |Q−G| and, once ω ≪ T, f ≈ T/ω², so it rises as T/|Q−G|².

Does this diffuse intensity spoil the Bragg term at Q = G itself? There Σ_lC_l = Ĉ(0) = 0, all three q = 0 modes being omitted. The relative excess is

S(G)/(Ne^(−2W)) − 1 = (1/N)Σ_l (e^(C_l) − 1) = (1/2N)Σ_l C_l² + …,

with W taken for the same finite cell. Orthogonality of the plane waves gives Σ_lC_l² = (1/N)Σ_qĈ(q)². Take N = L³ cells in three dimensions at T > 0. The mesh points are q = κ_n/L, with κ_n running over the reciprocal lattice, and at small q, Ĉ ≈ Tγ(q̂)/q² with γ a function of direction. Then Σ_qĈ² ≈ L⁴T²Σ′_nγ²/κ_n⁴, and the last sum converges at large κ like ∫κ²dκ/κ⁴. So Σ_lC_l² ∝ L at leading order, and the excess falls as L/N = L⁻². The cubic term is smaller: C_l, the transform of 1/q², decays as 1/R, and ΣR⁻³ grows only as ln L. For the fcc model of Entry 11 at the (222) reflection and 300 K the excess is 3.654×10⁻⁶ at L = 24 and 8.870×10⁻⁷ at L = 48, a ratio of 4.12; the program asserts that it lies between 3.3 and 5. A sum of the form αL + α₀ gives the ratio 8(αL+α₀)/(2αL+α₀), which exceeds 4 when α₀/α > 0; the sign of α₀ is not derived here. In a large three-dimensional harmonic crystal the intensity per atom at Q = G itself is Ne^(−2W). A measurement integrates over a window of radius Δ about G and also collects the diffuse part inside it. Relative to the Bragg term that part is (1/N)Σ_{|q|<Δ}Ĉ(q), which for small Δ tends to 4πTγ̄Δ/V_BZ, with γ̄ ∝ G² the angular average of γ and V_BZ the zone volume. This fraction does not fall with L, and measured Bragg intensities have to be corrected for it.

Entry 10. Limits of the mode sum

Temperature. With x = ω/2T and coth x = 1/x + x/3 − x³/45 + …, dividing by 2ω gives

f = T/ω² + 1/(12T) − ω²/(720T³) + …,   (13)

convergent for ω < 2πT, the nearest poles of coth lying at x = ±iπ. The first term is classical equipartition. The second does not depend on the force constants and adds 1/(12MT) to U in (11), up to the fraction 1/N of omitted modes. At T = 0, f = 1/(2ω), and W does not vanish: zero-point motion reduces Bragg intensities.

Dimension. Use a scalar displacement, nearest-neighbour springs k, mass m and unit spacing, so that mω² = 4kΣ_α sin²(q_α/2) ≈ kq² at small q. At T > 0, f − T/ω² is bounded, and any growth with size comes from (1/N)Σ′T/(mω²).

In a chain q = 2πn/N. The difference 1/(4sin²(q/2)) − 1/q² is bounded for |q| ≤ π and adds an amount that tends to a constant as N grows, so U ≈ (T/kN)·2Σ_{n≥1}N²/(4π²n²). With Σn⁻² = π²/6 this is TN/(12k). On a square lattice with N = L², (1/N)Σ_q → ∫d²q/(2π)² outside a hole of radius ∝ 1/L, and U ≈ (T/2πk)∫dq/q = (T/2πk)ln L. In a chain at T = 0 the summand is 1/(2mω) = 1/(2√(km)|q|), and U ≈ (1/N)·2Σ_n N/(4π√(km) n) = ln N/(2π√(km)). For k = m = 1, with T = 1 hartree in the first two cases, the program tests the three slopes and finds 0.083333, 0.15916 and 0.15915 bohr², against 1/12 = 0.083333 and 1/2π = 0.15915. In these cases (10) remains exact at each finite size, but e^(−W) → 0 as the size grows; on the square lattice it falls as the power L^(−Q²T/4πk). In three dimensions ∫q²dq/q² converges at small q and W has a finite limit.

Mesh error in three dimensions. Assume force constants that decay fast enough with distance for D(q) to be smooth in q, as for the finite-range springs used here. A smooth periodic function is summed by a uniform mesh with an error that falls faster than any power of 1/L, so the power-law error comes from the singular point q = 0. The following is a scaling argument, and its result is tested below. Expand the summand about q = 0 in terms h(q) homogeneous of degree −p. With q = κ_n/L, the mesh average of such a term is L⁻³Lᵖ Σh(κ_n), and the zone average is L⁻³Lᵖ times the corresponding integral over κ per reciprocal cell. Far from the origin sum and integral cancel cell by cell, and their difference tends to a number that depends on h and on the mesh offset but not on L. The error is ∝ L^(p−3). At T > 0, Σ_s[f − T/ω²] is the trace of an analytic function of D(q) and is smooth, so it contributes only the omitted point, of order L⁻³. The trace of TD⁻¹ has degrees −2, 0, …, because it is even in q, giving errors L⁻¹, L⁻³. At T = 0 the trace of D^(−1/2)/2 has degrees −1, +1, …, giving L⁻², L⁻⁴. The T > 0 law needs a mesh whose lowest frequencies lie well below T; at low temperature a coarser mesh does not resolve the smooth part, and neither pure law need hold. If U(L) = U∞ − c/Lʳ, eliminating c between L and 2L gives

U∞ = [2ʳU(2L) − U(L)]/(2ʳ − 1).   (14)

Entry 11. Worked crystal

The model is an fcc lattice with cube edge a = 8 bohr, mass M = 100 u = 182288.8 electron masses, and springs k = 0.02 hartree/bohr² between nearest neighbours, at their rest length in the perfect lattice. These are round parameters and describe no particular material.

For a bond vector d with unit vector d̂ and relative displacement δ, |d+δ| = |d| + d̂·δ + O(δ²), so the bond energy is k(d̂·δ)²/2 to second order. Hence Φ(0,l) = −k d̂d̂ᵀ for each of the twelve neighbours and Φ(0,0) = kΣd̂d̂ᵀ. Neighbours come in pairs ±d, the sines cancel, and D(q) = (k/M)Σ(1 − cos q·d)d̂d̂ᵀ. Put θ_α = q_αa/2, c_α = cos θ_α, s_α = sin θ_α. The four neighbours (a/2)(±1, ±1, 0) have d̂_x² = 1/2 and Σcos q·d = 2cos(θ_x+θ_y) + 2cos(θ_x−θ_y) = 4c_xc_y, contributing 2 − 2c_xc_y to the xx element. The four in the xz plane contribute 2 − 2c_xc_z, and those in the yz plane have d̂_x = 0. For the xy element d̂_xd̂_y = +1/2 for the pair ±(1,1,0) and −1/2 for ±(1,−1,0), so the constants cancel and −cos(θ_x+θ_y) + cos(θ_x−θ_y) = 2s_xs_y remains. Thus

D_xx = (2k/M)[2 − c_x(c_y + c_z)],  D_xy = (2k/M)s_xs_y,

and cyclically. At q = (2π/a)(1,0,0), c_x = −1, c_y = c_z = 1, all products s_αs_β vanish, and ω² = 8k/M for the longitudinal mode: ω = √(0.16/182288.8) = 9.3687×10⁻⁴ hartree = 25.49 meV. The program tests that this is the largest frequency on its finest mesh. Since 300 K is 9.5004×10⁻⁴ hartree, the top of the spectrum lies close to T and well inside the range of (13).

Real space against Bloch sum. For a cell of 4×4×4 = 64 atoms the program builds Φ by finite differences of the exact spring forces, without using D(q), and evaluates (8). It tests the spectrum, the covariances of atom 0 with every atom against (9), and the isotropy of U, to 10⁻⁶ relative to k/M or to U. At 300 K both roads give U = 0.01625529 bohr².

Mesh. On meshes containing q = 0, at 300 K, U = 0.0189649, 0.0196911 and 0.0200559 bohr² for L = 12, 24 and 48. The differences are 0.0007262 and 0.0003648, in the ratio 0.502, against 1/2 for an L⁻¹ law. At 0 K the values are 0.0047576, 0.0047815 and 0.0047875, with differences 0.0000239 and 0.0000060 in the ratio 0.25, as for L⁻². The program asserts both ratios within 3 percent. Equation (14) gives

300 K, r = 1:  2·0.0200559 − 0.0196911 = 0.020421 bohr²,

0 K, r = 2:  (4·0.0047875 − 0.0047815)/3 = 0.00479 bohr².

Meshes shifted by half a step, which contain no zero mode and have a different coefficient c, extrapolate to the same values; the program asserts agreement within 2×10⁻⁴ relative, and four figures are quoted accordingly.

T = 0 K:  U = 0.004789 bohr²,  B = 0.3782 bohr² = 0.1059 Å²
T = 300 K:  U = 0.02042 bohr²,  B = 1.612 bohr² = 0.4515 Å²
T = 600 K:  U = 0.04013 bohr²,  B = 3.168 bohr² = 0.8872 Å²

Relative to the extrapolated 300 K value, the 64-atom cell is low by 20 percent, L = 12 by 7 percent, and L = 48 still by 1.8 percent.

High-temperature check. The zone average of each cos q·d vanishes, so the mean of ω² over modes is one third of 12k/M, namely 4k/M, which the program tests. At 300 K the extrapolated classical term is 0.019944 bohr², or Uk/T = 0.4198, a pure number of this model. The second term is 1/(12·182288.8·9.5004×10⁻⁴) = 0.000481 bohr², and the third is −(4k/M)/(720MT³) = −3.9×10⁻⁶ bohr². The sum 0.019944 + 0.000481 − 0.000004 = 0.020421 reproduces the full result. The program asserts this, and also that the remainder after two terms equals the third within 3 percent of it. By hand, doubling T doubles the first term and halves the second: 0.039888 + 0.000240 = 0.040128, against 0.040127 printed for 600 K. The zero-point value is 23 percent of U at 300 K, yet the quantum correction to the classical result at 300 K is only 2.3 percent of U. The two are not additive: in 2n̄ + 1 = 2T/ω + ω/6T − … the constant 1 is cancelled by the −1/2 in the expansion n̄ = T/ω − 1/2 + ….

Reflections. For fcc, G² = (2π/a)²(h²+k²+l²) with indices all odd or all even. For (111), G² = 3(2π/8)² = 1.8506 bohr⁻², 2W = 1.8506·0.020421 = 0.03779 at 300 K, and e^(−2W) = 0.9629. For (444), G² is sixteen times larger, 29.6088 bohr⁻², 2W = 0.60464 and e^(−2W) = 0.5463; the amplitude factor is its square root, 0.739. The intensity factors e^(−2W) at 0, 300 and 600 K are:

(111):  0.9912  0.9629  0.9284
(200):  0.9883  0.9509  0.9057
(220):  0.9766  0.9041  0.8204
(444):  0.8678  0.5463  0.3048

The mesh choice shows at large G. With the 64-atom value, (444) at 300 K would have 2W = 29.6088·0.016255 = 0.481 and e^(−2W) = 0.618, which is 13 percent above the extrapolated 0.5463, whereas for (111) the same error in U moves the factor by less than 1 percent of its value.

These numbers belong to the harmonic truncation of the spring model at fixed lattice constant. The root-mean-square displacement per axis at 300 K is √0.02042 = 0.143 bohr, against a neighbour distance a/√2 = 5.66 bohr, so the terms dropped in expanding the bond length are small in that ratio. Their effect on W was not computed. By (6) the leading non-Gaussian term in ln(intensity) grows as G⁴ along a fixed direction, against G² for the Gaussian term; its size in this model was not computed either.

Calculated quantities

```
oscillator: m=2.0 m_e, w=0.5 Ha, T=0.8 Ha, Q=1.0 1/bohr
nbar = 1.151747, lam^2 = 0.500000
<u^2> grid = 1.65174737, formula = 1.65174737 bohr^2
<exp(iQu)> grid = 0.43785228, formula = 0.43785228
state n=1: <exp(iQu)> = 0.389400, Gaussian guess = 0.472367
quartic g=0.02 Ha/bohr^4: kappa2 = 1.13543 bohr^2, kappa4 = -0.46704 bohr^4
quartic, Q=2 1/bohr: exact = 0.05746, Gaussian = 0.10322
ring: masses [1.0, 1.5, 2.5] m_e, k12,k23,k31 = [1.0, 0.6, 1.4] Ha/bohr^2
ring: T=0.5 Ha, Q=1.7 1/bohr, sites [0.0, 2.0, 4.0] bohr
ring frequencies = 1.122055, 1.734260 Ha
ring atom 1: grid = 0.70049967, exp(-W) = 0.70049967
ring S(Q): grid = 0.73863092, pair formula = 0.73863092
k=m=1: chain T=1 dU/dN = 0.083333 bohr^2 (1/12 = 0.083333)
square T=1 dU/dlnL = 0.15916, chain T=0 dU/dlnN = 0.15915 bohr^2 (1/2pi = 0.15915)
fcc: M=100.0 u = 182288.8 m_e, a=8.0 bohr, k=0.02 Ha/bohr^2
64 atoms, 300 K: U real space = 0.01625529, Bloch = 0.01625529 bohr^2
w_max = 9.368713e-04 Ha = 25.494 meV; 300 K = 9.500435e-04 Ha
U(L=12,24,48) at 300 K = 0.0189649 0.0196911 0.0200559 bohr^2
U(L=12,24,48) at 0 K = 0.0047576 0.0047815 0.0047875 bohr^2
T=0 K: U = 0.004789 (shifted mesh 0.004789) bohr^2, B = 0.3782 bohr^2 = 0.1059 A^2
T=300 K: U = 0.020421 (shifted mesh 0.020421) bohr^2, B = 1.6124 bohr^2 = 0.4515 A^2
T=600 K: U = 0.040127 (shifted mesh 0.040128) bohr^2, B = 3.1683 bohr^2 = 0.8872 A^2
300 K series: classical 0.019944, 1/(12MT) 0.000481, third -3.90e-06 bohr^2
classical U k/T = 0.4198
(1, 1, 1): G^2 = 1.8506 1/bohr^2, 2W(300 K) = 0.03779
   exp(-2W) at 0, 300, 600 K = 0.9912 0.9629 0.9284
(2, 0, 0): G^2 = 2.4674 1/bohr^2, 2W(300 K) = 0.05039
   exp(-2W) at 0, 300, 600 K = 0.9883 0.9509 0.9057
(2, 2, 0): G^2 = 4.9348 1/bohr^2, 2W(300 K) = 0.10077
   exp(-2W) at 0, 300, 600 K = 0.9766 0.9041 0.8204
(4, 4, 4): G^2 = 29.6088 1/bohr^2, 2W(300 K) = 0.60464
   exp(-2W) at 0, 300, 600 K = 0.8678 0.5463 0.3048
(222), 300 K: excess L=24 3.654e-06, L=48 8.870e-07, ratio 4.12
```
